Absorbing potentials and mask functions: equivalence, reflection and design

An electron emitted in a real-time calculation reaches the end of the grid. Without an absorber it is reflected, returns to the molecule and adds a false signal to the dipole moment and the spectrum. A mask, which multiplies each orbital by a number below one near the boundary after every time step, removes most of it. But suppose the time step is then reduced from 0.1 to 0.02 a.u. as a convergence check, with the mask left alone. In the example below, the reflected part of a slow packet rises from 3.7×10⁻⁶ to 9.2×10⁻⁴. For this slow packet the finer calculation is worse, because the absorber has changed.

Hartree atomic units are used throughout.

**One mask, two time steps**

Take an absorber of length L = 20.39 bohr on 0 < x < L, with a hard wall at L. At the wall the mask is M(L) = 0.934 for τ = 0.1. Repeated multiplication is exponential decay of the amplitude at a rate W:

M = exp(−Wτ),  W = −ln M/τ.

Thus W(L) = 0.0682/0.1 = 0.682 hartree. The same mask applied every 0.02 a.u. means W(L) = 0.0682/0.02 = 3.41 hartree, five times as strong. To keep the absorber, the mask must change with the step:

M_new = M_old^(τ_new/τ_old).

Decay at rate W is what a complex absorbing potential −iW produces:

i ∂ψ/∂t = (H₀ − iW)ψ,  W ≥ 0.

Here H₀ = T + V is the Kohn–Sham Hamiltonian, frozen during one step, with V local in the absorber. The norm N then obeys

dN/dt = −2∫W|ψ|²dx,

since −Wψ enters ∂ψ/∂t and its conjugate enters ∂ψ*/∂t. One mask application removes ∫(1−M²)|ψ|²dx, which is 2τ∫W|ψ|²dx to first order in τ.

**How closely the two agree in one step**

W and T do not commute, so the agreement has an error. Let A = −iH₀τ and B = −Wτ. The absorbing potential gives

e^(A+B) = 1 + A + B + ½(A² + AB + BA + B²) + O(τ³).

Free propagation U = e^A followed by the mask M = e^B gives

e^B e^A = 1 + A + B + ½A² + BA + ½B² + O(τ³).

The difference is ½(AB + BA) − BA = ½[A,B]. Since V commutes with W,

e^(A+B) − MU = (iτ²/2)[T,W] + O(τ³).

With T = −½∂²/∂x²,

[T,W]ψ = −½(Wψ)″ + ½Wψ″ = −½W″ψ − W′ψ′.

The mismatch therefore comes from the slope and curvature of the absorber. If half the mask acts before U and half after, the second-order terms are ½A² + ½(AB + BA) + (1/8 + 1/4 + 1/8)B², which equal ½(A+B)². The local error is then O(τ³) where both the orbital and W are smooth enough for the expansion. The third-order terms contain [T,[T,W]] = ¼W⁗ + W‴∂/∂x + W″∂²/∂x². For a quadratic absorber W″ jumps at x = 0, so W‴ and W⁗ are singular there. For an orbital lying on the edge, on a fine grid, the one-step error of the symmetric scheme, and the remainder in the formula above, then fall faster than τ² but more slowly than τ³.

The one-sided mask inherits this accuracy over many steps, because

MU = M^½ (M^½ U M^½) M^(−½),

and in a product of N steps the inner factors M^(−½)M^½ cancel:

(MU)ᴺ = M^½ (M^½ U M^½)ᴺ M^(−½).

The end factors equal one wherever W = 0. For an orbital that starts outside the absorber and is examined outside it, the plain mask thus has the global error of the symmetric scheme. This is O(τ²) where the local error is O(τ³); for an orbital that crosses the edge the order is not derived here and depends on the grid. The same cancellation holds when U changes from step to step.

Matrix exponentials test these orders. For a packet inside the absorber, away from its edge, halving τ divides the one-step error by 3.998 for the plain mask and by 7.989 for the symmetric one. For a packet that starts outside and crosses the edge, the symmetric error at fixed final time falls by 4.000 on a grid of spacing L/50 ≈ 0.41 bohr. This factor belongs to that grid, whose highest kinetic energy, about 30 hartree, lies well below 2π/τ. On a grid four times finer, where the highest kinetic energy is about 475 hartree, the error outside the absorber falls irregularly: by factors of 5.2, 3.6, about 1000 and 4.3 as τ is halved from 0.08 to 0.005. The large drop comes between τ = 0.02 and 0.01, where 2π/τ passes that energy.

**Reflection from a quadratic absorber, by hand**

Let W = cx² with c = η/L², and let V = 0 in the absorber. An electron of momentum k satisfies −½ψ″ − iWψ = ½k²ψ, or

ψ″ + (k² + 2iW)ψ = 0,  ψ(L) = 0.

For x < 0, ψ = e^(ikx) + r e^(−ikx), and the reflection is R = |r|². Three processes contribute to r.

The first is scattering at the edge. Put D = ψ′/ψ, so that D′ = −D² − k² − 2iW. A purely right-going wave has D = ik; write D = ik + δ:

δ′ + 2ikδ + δ² = −2iW.

Near the edge W is small, so drop δ² and try δ = αx² + βx + χ. Equal powers of x give

2ikα = −2ic, so α = −c/k;
2α + 2ikβ = 0, so β = −ic/k²;
β + 2ikχ = 0, so χ = c/(2k³).

The omitted homogeneous solution e^(−2ikx) describes a wave returning from deeper inside, which is counted separately. Matching at x = 0 gives ik(1−r)/(1+r) = D(0), hence r = (ik−D)/(ik+D) ≈ −χ/(2ik), and

r_e = ic/(4k⁴) = iη/(4k⁴L²).

The second process is the return from the wall. Where W changes slowly, the wave has local wave number q = √(k² + 2iW) ≈ k + iW/k, valid for 2W ≪ k². Its amplitude decays as exp(−∫W dx/k) on the way in and again on the way out. Squaring, with ∫W dx = ηL/3,

R_w = exp[−4ηL/(3k)].

The third process is reflection inside the absorber. A slow electron meets a W comparable with its kinetic energy, and q² vanishes at a complex position. In the scaled variables s = x/L, κ = kL and γ = ηL²,

ψ″ + (κ² + 2iγs²)ψ = 0,

with derivatives now taken in s. The turning point obeys s_t² = iκ²/(2γ), so s_t = κe^(iπ/4)/√(2γ).

At an ordinary turning point, the solution that decays beyond it is an Airy function. On the near side its asymptotic form is proportional to

q^(−½) sin(S − ∫₀ˢ q ds′ + π/4),  S = ∫₀^(s_t) q ds.

Split the sine into exponentials. The right-going part has coefficient −e^(−iS−iπ/4) and the left-going part e^(iS+iπ/4), up to a common factor. Their ratio is

r_t = −i e^(2iS).

This is now continued to complex s_t, taking the root in the upper half plane nearest the positive axis. The continuation is an asymptotic argument and is tested below. Since q = κ√(1 − s²/s_t²), the integral is S = κs_t π/4.

**The numbers at the two ends of a window**

Let the window be k = 0.5 to 2, which is 0.125 to 2 hartree (3.4 to 54.4 eV), and let R ≤ 10⁻⁴ be required. The absorber has η = 0.682 hartree and L = 20.39 bohr, hence γ = 283.6.

At k = 0.5, κ = 10.195:

|r_e| = 283.6/(4×10.195⁴) = 6.56×10⁻³,
2κ(π/4)|s_t| = (π/2)×10.195²/√567.2 = 6.86,
|r_t| = exp(−6.86 sin 45°) = exp(−4.85) = 7.85×10⁻³.

Because sin 45° = cos 45°, the phase of e^(2iS) is also 4.85. This gives r_t ≈ (−7.8 − 1.1i)×10⁻³. Adding r_e = 6.56i×10⁻³,

|r_e + r_t|² ≈ (7.8² + 5.5²)×10⁻⁶ ≈ 9.1×10⁻⁵.

The numerical solution gives 1.00×10⁻⁴. The edge alone would give 4.3×10⁻⁵, less than half.

At k = 2 the wall return dominates:

R_w = exp[−4×0.682×20.39/(3×2)] = exp(−9.27) = 9.4×10⁻⁵.

The numerical value is again 1.00×10⁻⁴. The next term of the square root accounts for most of the difference. With z = 2W/k², Im√(1+iz) = (z/2)(1 − z²/8 + …). At the wall z = 0.34 and z²/8 = 0.0145. Weighting s⁴ with s² over the absorber gives a factor 3/7, so the exponent shrinks by about 0.6%, or 0.06, and R_w grows by 6%.

In the middle, at k = 1, the numerical R is 3.5×10⁻⁷, while the edge formula gives 1.7×10⁻⁷ and the wall formula 9×10⁻⁹. Even their amplitudes added in phase give 2.5×10⁻⁷. Here z reaches 1.36 at the wall and the expansion of q is poor. Numerical quadrature of the full root gives ∫₀¹ Im√(1 + 1.36is²)ds ≈ 0.211 instead of 0.227. The wall return becomes about 3×10⁻⁸, and the in-phase sum about 3.5×10⁻⁷. This agrees with the numerical value if the two waves interfere constructively; their relative phase was not worked out here.

**General power**

For W = η(x/L)ⁿ the scaled equation is

ψ″ + (κ² + 2iγsⁿ)ψ = 0,  ψ(1) = 0.

R therefore depends on kL, ηL² and n alone. An absorber for half the momenta is twice as long and has a quarter of the strength.

For the edge, the linear equation for δ is solved by

δ = −2i Σₘ (−1)ᵐ W⁽ᵐ⁾/(2ik)ᵐ⁺¹,

because consecutive terms cancel in δ′ + 2ikδ and the m = 0 term leaves −2iW. At x = 0 the surviving derivative is W⁽ⁿ⁾ = n! η/Lⁿ. With r ≈ −δ(0)/(2ik) and 1/(2ik) = −i/(2k),

r_e = −(γ n!/κ)(i/2κ)ⁿ⁺¹.

For n = 2, i³ = −i restores the earlier result. For the turning point, s_tⁿ = iκ²/(2γ), and the substitution s = s_t u gives

r_t = −i exp(2iκC_n s_t),  s_t = (κ²/2γ)^(1/n) e^(iπ/2n),
C_n = ∫₀¹ √(1−uⁿ) du.

Its modulus is exp[−2κC_n|s_t| sin(π/2n)]. This form is tested for n ≥ 2 only. For n = 1 its modulus at k = 0.5 for the absorber listed below is about exp(−17.7), negligible against √ε, so the estimate of L for n = 1 rests on the edge amplitude. The wall return becomes

R_w = exp[−4γ/((n+1)κ)].

The sum r_e + r_t was tested at one point each for n = 2, 3 and 4, with κ = 20 and κ|s_t| = 5.6, 7 and 7; there it agrees with the numerical R within 3%. The accuracy is lower for slower electrons: for the quadratic absorber above, the formula lies 9% below the numerical R at k = 0.5, 16% above it at k = 0.35 and 22% above it at k = 0.25. At the n = 2 test point with κ = 20 the two amplitudes partly cancel: R = 3.9×10⁻⁶, against 1.6×10⁻⁵ from the edge alone.

**Choosing width and strength**

Slow electrons limit the strength from above, and fast ones limit it from below. For a window k₁ ≤ k ≤ k₂ and tolerance ε, set R_w(k₂) = ε:

4ηL/((n+1)k₂) = ln(1/ε),  so  η = (n+1)k₂ ln(1/ε)/(4L).

Insert this η at the slow end and solve

|r_e(k₁)| + |r_t(k₁)| = √ε

for L. Adding moduli ignores cancellation between the two amplitudes. For n = 2 the result is L = 21.78 bohr, and then η = 3×2×9.21/(4×21.78) = 0.634 hartree.

The estimate is refined numerically:

1. For given L and η, start at the wall with ψ(1) = 0, ψ′(1) = 1 and integrate the scaled equation to s = 0. The wanted solution grows in this direction, so the integration is stable.
2. Form a = ½[ψ(0) + ψ′(0)/(iκ)] and b = ½[ψ(0) − ψ′(0)/(iκ)]. These are the incident and reflected amplitudes, and R = |b/a|².
3. Find the largest R in the window, and minimise it over η.
4. Increase L from a value that is too small until this minimum has fallen to ε.

The results, as L in bohr and η in hartree, are:

n = 1: L = 44.28, η = 0.208
n = 2: L = 20.39, η = 0.682
n = 3: L = 20.63, η = 0.903
n = 4: L = 23.16, η = 1.007

The estimate for n = 2 is 7% too long. Even so, the estimated pair exceeds the tolerance by about 6% at k = 2, because the wall formula underestimates R there, as found above. For n = 1 the estimate is 3% too short. Leading-order amplitudes therefore do not guarantee a safe design. The linear absorber is long because its edge is abrupt. Raising n softens the edge but brings the turning point towards the real axis in angle. At n = 4 and k = 0.5 the edge amplitude is 1.7×10⁻⁴, while the turning-point amplitude is 1.0×10⁻². Of these four, n = 2 is the shortest, with n = 3 about 1% longer. The quadratic absorber spans 1.62 of the longest wavelengths in the window.

A scan tested this optimum. Quadratic absorbers of six lengths between 0.5 and 0.97 times the optimum were tried, each with 50 values of γ = ηL² from a tenth to ten times its optimal value (at half length this is η from 0.4 to 40 times the optimum), and none met the tolerance. The steps in γ are about 10% apart, so this scan is coarse: applied at the optimal length itself it also misses, with a smallest worst R of 1.3×10⁻⁴. Minimising finely over η gives a worst R of 2.9×10⁻⁴ at L = 18.35 bohr and 1.4×10⁻⁴ at L = 19.8 bohr.

The strength matters as much as the length. Halving η halves the exponent of the wall return, so the worst R becomes about √ε; the computed value is 9.8×10⁻³. Doubling η raises the worst R to 2.0×10⁻³, now at the slow end, where the formula for r_e + r_t gives the same value.

**Back to real time**

The stationary R must also describe a packet that meets a mask step by step. Its momentum components have different energies and do not interfere in the final norm, so the norm left should be R(k) averaged over the momentum distribution. Packets of position spread 8 bohr, started at x = −60 bohr, test this with τ = 0.1:

k₀ = 0.7: norm left 3.726×10⁻⁶, averaged R 3.729×10⁻⁶
k₀ = 1.8: norm left 3.894×10⁻⁵, averaged R 3.893×10⁻⁵

These norms are for a grid of spacing L/50; a grid four times finer shifts them by less than 0.1%, which affects the last digit shown.

With the same mask at τ = 0.02, the norm left for k₀ = 0.7 is 9.210×10⁻⁴. Stationary theory with 5η gives 9.212×10⁻⁴. The rise described at the start is thus the reflection of a stronger absorber, not an error of time integration.

Dividing τ by f at fixed mask multiplies η by f. At k = 0.7, R is 0.0041, 0.095 and 0.29 for f = 10, 100 and 1000. The limit is total reflection. Balancing ψ″ against 2ifcx²ψ gives a penetration length ℓ = (2fc)^(−1/4). When kℓ ≪ 1, |ψ′/ψ| ~ 1/ℓ at the edge greatly exceeds k, and r tends to −1, as at a hard wall. For f = 1000, 2fc = 2000×0.682/20.39² = 3.28, so ℓ = 0.74 bohr and kℓ = 0.52. The limit is still some way off.

**Where the design stops holding**

Outside the window nothing is promised: R is 0.064 at k = 0.25 and 1.3×10⁻³ at k = 2.8. On a flat absorber in three dimensions the motion parallel to the surface separates, and k is the normal component of the momentum. A fast electron at grazing incidence therefore counts as slow.

A Coulomb tail or centrifugal potential inside the absorber changes q and needs its own solution of the stationary equation. Bound orbitals that reach the absorber lose norm at the rate 2∫W|ψ|²dx, which would be mistaken for ionisation. In a Kohn–Sham calculation the lost density also alters the potential. The equivalence of mask and absorbing potential refers to one step with a given potential, and both must then update that potential in the same way.

The numerical output below gives R(k) across the window and the remaining checks.

Numbers as computed

```
window: k = 0.5 to 2.0 a.u.; tolerance on R = 1e-04
window energies: 0.125 to 2.000 hartree = 3.40 to 54.42 eV
design: L in bohr, eta in hartree
n=1: estimate L=42.92 eta=0.215; optimum L=44.28 eta=0.208
n=2: estimate L=21.78 eta=0.634; optimum L=20.39 eta=0.682
n=3: estimate L=21.35 eta=0.863; optimum L=20.63 eta=0.903
n=4: estimate L=23.20 eta=0.993; optimum L=23.16 eta=1.007
n=2 optimum: k_min*L = 10.195, eta*L^2 = 283.6 (dimensionless)
n=2 L / longest wavelength = 1.623
n=1 optimum at k_min: |r_edge|=9.39e-03
n=2 optimum at k_min: |r_edge|=6.56e-03, |r_turn|=7.85e-03
n=3 optimum at k_min: |r_edge|=1.23e-03, |r_turn|=1.12e-02
n=4 optimum at k_min: |r_edge|=1.68e-04, |r_turn|=1.01e-02
n=2 optimum: k in a.u., numerical R, |r_edge+r_turn|^2, |r_edge|^2, wall formula
k=0.25: 6.378e-02  7.766e-02  1.102e-02  6.069e-33
k=0.35: 1.128e-02  1.306e-02  7.471e-04  9.726e-24
k=0.50: 1.000e-04  9.076e-05  4.307e-05  7.790e-17
k=0.70: 3.150e-06  3.178e-06  2.918e-06  3.119e-12
k=1.00: 3.470e-07  1.682e-07  1.682e-07  8.826e-09
k=1.40: 2.131e-06  1.140e-08  1.140e-08  1.766e-06
k=2.00: 1.000e-04  6.571e-10  6.571e-10  9.395e-05
k=2.80: 1.347e-03  4.453e-11  4.453e-11  1.329e-03
worst R in window with eta times 0.5: 9.802e-03
worst R in window with eta times 1.0: 1.000e-04
worst R in window with eta times 2.0: 1.988e-03
edge formula, largest relative deviation in test: 0.0172
wall formula, largest relative deviation in test: 0.0109
turning-point test n=2: R=3.923e-06, edge+turning 4.019e-06, edge alone 1.589e-05
turning-point test n=3: R=9.893e-06, edge+turning 1.009e-05, edge alone 2.988e-07
turning-point test n=4: R=8.521e-05, edge+turning 8.655e-05, edge alone 2.439e-08
flux test at k=0.70 a.u.: R=3.1498e-06, absorbed share=0.99999685
one step, error ratio on halving tau: plain 3.998, symmetric 7.989
one step at tau=0.01 a.u.: plain error 1.646e-06, symmetric 4.062e-10
relative deviation from leading commutator term: 0.0101
fixed time 20 a.u., symmetric mask, error ratio on halving tau: 4.000
mask at the wall for tau=0.1 a.u.: M(L) = 0.93406
packets: initial centre -60.0 bohr, position spread 8.0 bohr
packet k0=0.7 a.u., tau=0.10 a.u., same mask: norm left 3.7259e-06, averaged R 3.7287e-06
packet k0=1.8 a.u., tau=0.10 a.u., same mask: norm left 3.8940e-05, averaged R 3.8931e-05
packet k0=0.7 a.u., tau=0.02 a.u., same mask: norm left 9.2104e-04, averaged R 9.2119e-04
fixed mask, tau divided by f: stationary R at k=0.7 a.u.
f=1: R=3.150e-06
f=10: R=4.122e-03
f=100: R=9.470e-02
f=1000: R=2.947e-01
```
